# Why precession frequency and decay time do not directly give Gilbert damping

## What dimensions and symmetry fix

A thin ferromagnetic film lies in the $xy$ plane. A static field $B$ along $x$ holds its magnetization along $x$. After a small tilt, the magnetization precesses at angular frequency $\omega$ and its deviation dies out as $e^{-t/\tau}$. The question is whether $1/(\omega\tau)$ equals the Gilbert damping constant $\alpha$.

The unit vector $\mathbf m$ along the magnetization is taken as uniform and obeys the Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf b+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma>0. \tag{1}$$

Here $\mathbf b$ is the effective field in tesla, and $M=\mu_0M_s$ is the saturation magnetization in the same unit. The available quantities are $\alpha$, $\gamma$, $B$ and $M$. Since $\gamma$ only converts fields into rates, the dimensionless product must have the form

$$\frac{1}{\omega\tau}=\Phi\!\left(\alpha,\frac{M}{B}\right).$$

Time reversal restricts $\Phi$ further. Replace $\mathbf m(t)$ by $-\mathbf m(-t)$ and reverse the applied field, so that $\mathbf b$ also changes sign. Then $\dot{\mathbf m}$ and $\mathbf m\times\mathbf b$ keep their signs, while $\mathbf m\times\dot{\mathbf m}$ changes sign. The new motion therefore obeys (1) with $-\alpha$. A half turn about the film normal restores the field direction without altering the film. Changing the sign of $\alpha$ thus turns decay into growth at the same frequency, and $\Phi$ is odd in $\alpha$. If it is smooth at $\alpha=0$,

$$\frac{1}{\omega\tau}=\alpha\,F\!\left(\frac MB\right)+O(\alpha^3).$$

These arguments leave $F$ open. It is easily found for $M=0$, where nothing distinguishes $y$ from $z$. To first order in the tilt, $u=m_y+im_z$ then obeys $\dot u=i\gamma Bu+i\alpha\dot u$. Setting $u\propto e^{\lambda t}$ gives

$$\lambda=\frac{i\gamma B}{1-i\alpha}=\frac{\gamma B}{1+\alpha^2}(i-\alpha).$$

The decay rate is $\alpha$ times the angular frequency, so $1/(\omega\tau)=\alpha$ and $F(0)=1$. This is the origin of the shortcut. It uses the rotational symmetry about the field, which an in-plane film lacks.

## A counter-example: 0.1 T field, 1 T magnetization

Take $B=0.1$ T, $M=1$ T, $\alpha=0.01$ and $g=2.1$, which gives $\gamma=1.8468\times10^{11}$ rad/(s T), or 184.68 rad/(ns T).

Write $\mathbf m\approx(1,y,z)$ with small $y$ and $z$. A wide film has a demagnetizing field $-Mz$ along its normal and none in its plane, so $\mathbf b=(B,0,-Mz)$. To first order,

$$\mathbf m\times\mathbf b=(0,\;(B+M)z,\;-By),\qquad \mathbf m\times\dot{\mathbf m}=(0,\;-\dot z,\;\dot y).$$

Equation (1) becomes

$$\dot y=-\gamma b_2z-\alpha\dot z,\qquad \dot z=\gamma b_1y+\alpha\dot y, \tag{2}$$

with two stiffness fields,

$$b_1=B=0.1\ \text{T},\qquad b_2=B+M=1.1\ \text{T}.$$

An in-plane tilt is opposed by the applied field alone. An out-of-plane tilt also creates magnetic poles on the film surfaces, and is eleven times stiffer here.

Insert $y=Ye^{\gamma st}$ and $z=Ze^{\gamma st}$, where $s$ is measured in tesla. After division by $\gamma$,

$$sY=-(b_2+\alpha s)Z,\qquad sZ=(b_1+\alpha s)Y.$$

Multiply the first equation by $s$ and replace $sZ$ using the second. For $Y\neq0$,

$$s^2=-(b_1+\alpha s)(b_2+\alpha s),$$

$$(1+\alpha^2)s^2+\alpha(b_1+b_2)s+b_1b_2=0. \tag{3}$$

With the numbers inserted, in units of tesla,

$$1.0001\,s^2+0.012\,s+0.11=0,$$

$$s=\frac{-0.012\pm i\sqrt{4(1.0001)(0.11)-0.012^2}}{2.0002}=-0.0060\pm0.3316\,i .$$

Multiplication by $\gamma$ gives

$$\frac1\tau=1.108\ \text{ns}^{-1},\quad \tau=0.903\ \text{ns},\quad \omega=61.24\ \text{rad/ns},$$

and hence

$$\frac{1}{\omega\tau}=\frac{1.108}{61.24}=0.0181 .$$

The damping put into the equation was 0.0100. The inverse product overestimates it by a factor of 1.81.

For a small tilt, linearizing the equation does not noticeably affect the result. As a check, the full nonlinear equation (1) was integrated from an in-plane tilt of 1 degree, and a damped cosine was fitted to $m_y(t)$. The fit returned $\omega=61.237$ rad/ns and $\tau=0.9026$ ns, so again $1/(\omega\tau)=0.01809$.

## The correct general statement

Consider a uniform magnetization in a stable equilibrium along $x$. Let $y$ and $z$ be the transverse axes for which the energy density has no cross term at second order:

$$E=E_0+\frac{M_s}{2}\left(b_1y^2+b_2z^2\right),\qquad b_1,b_2>0. \tag{4}$$

Such axes exist because any quadratic form in two variables can be diagonalized by a rotation. For small oscillations with a scalar $\alpha>0$,

$$\boxed{\frac1{\omega\tau}=\frac{\alpha(b_1+b_2)}{\sqrt{4b_1b_2-\alpha^2(b_2-b_1)^2}}} \tag{5}$$

provided that $\alpha|b_2-b_1|<2\sqrt{b_1b_2}$. For weak damping this becomes

$$\frac1{\omega\tau}\simeq\alpha F,\qquad F=\frac{b_1+b_2}{2\sqrt{b_1b_2}}. \tag{6}$$

The factor $F$ is the arithmetic mean of the stiffness fields divided by their geometric mean. In the example this is $0.6000/0.3317=1.809$.

### Proof

The effective field is $-1/M_s$ times the gradient of the energy with respect to $\mathbf m$. Its component along $\mathbf m$ exerts no torque. To first order, the remaining transverse part is $(0,-b_1y,-b_2z)$. Its cross product with $\hat{\mathbf x}$ is

$$\hat{\mathbf x}\times(0,-b_1y,-b_2z)=(0,\;b_2z,\;-b_1y).$$

Multiplication by $-\gamma$ reproduces the precession terms in (2), now for general $b_1$ and $b_2$. The damping terms are unchanged, so (3) holds generally.

The quadratic formula applied to (3) gives

$$s=\frac{-\alpha(b_1+b_2)\pm\sqrt{\alpha^2(b_1+b_2)^2-4(1+\alpha^2)b_1b_2}}{2(1+\alpha^2)} .$$

The expression under the root simplifies because $(b_1+b_2)^2-4b_1b_2=(b_2-b_1)^2$:

$$\alpha^2(b_1+b_2)^2-4b_1b_2-4\alpha^2b_1b_2=\alpha^2(b_2-b_1)^2-4b_1b_2 .$$

When this is negative, the motion oscillates. Since $\gamma s=-1/\tau\pm i\omega$,

$$\frac1\tau=\frac{\alpha\gamma(b_1+b_2)}{2(1+\alpha^2)},\qquad \omega=\frac{\gamma\sqrt{4b_1b_2-\alpha^2(b_2-b_1)^2}}{2(1+\alpha^2)}. \tag{7}$$

Division gives (5). The common factor $1+\alpha^2$ cancels.

The inverse product never lies below $\alpha$. Dropping the negative term under the root in (5) can only lower the right-hand side, so $1/(\omega\tau)\ge\alpha F$. Furthermore,

$$F^2-1=\frac{(b_1+b_2)^2-4b_1b_2}{4b_1b_2}=\frac{(b_2-b_1)^2}{4b_1b_2}\ge0 .$$

Equality requires $b_1=b_2$, and (5) then gives $1/(\omega\tau)=\alpha$ for any positive $\alpha$.

### Recovering the damping from a measurement

Let $q=1/(\omega\tau)$ be the measured value. Squaring (5) and clearing the denominator,

$$q^2\left[4b_1b_2-\alpha^2(b_2-b_1)^2\right]=\alpha^2(b_1+b_2)^2 .$$

Collecting the terms in $\alpha^2$ and taking the positive root,

$$\alpha=\frac{2q\sqrt{b_1b_2}}{\sqrt{(b_1+b_2)^2+q^2(b_2-b_1)^2}} . \tag{8}$$

For weak damping, the first formula in (7) is simpler to use:

$$\alpha\simeq\frac{2}{\gamma\tau(b_1+b_2)}=\frac{2(1.108)}{184.68\times1.2}=0.0100 .$$

The frequency is not needed here if the stiffness fields are known. The weak-damping form (6) is accurate when $\alpha^2(b_2-b_1)^2/(8b_1b_2)\ll1$. This is the leading relative correction, obtained by expanding the root in (5). In the example it is about $10^{-4}$.

## Why the two means appear

The decay rate and the frequency weigh the two stiffnesses differently. To see this, take the scalar product of (1) with $\mathbf b$. The precession term vanishes, leaving

$$\mathbf b\cdot\dot{\mathbf m}=\alpha\,\mathbf b\cdot(\mathbf m\times\dot{\mathbf m})=-\alpha\,\dot{\mathbf m}\cdot(\mathbf m\times\mathbf b).$$

The product of (1) with $\dot{\mathbf m}$ removes the damping term and gives $|\dot{\mathbf m}|^2=-\gamma\,\dot{\mathbf m}\cdot(\mathbf m\times\mathbf b)$. Combining the two, the energy density at constant applied field changes as

$$\dot E=-M_s\,\mathbf b\cdot\dot{\mathbf m}=-\frac{\alpha M_s}{\gamma}|\dot{\mathbf m}|^2 . \tag{9}$$

Losses are set by the speed of the magnetization. For weak damping, one cycle is nearly the undamped orbit with $\omega=\gamma\sqrt{b_1b_2}$. If $y=a\cos\omega t$, then $\dot z=\gamma b_1y$ integrates to

$$z=\frac{\gamma b_1}{\omega}a\sin\omega t=\sqrt{\frac{b_1}{b_2}}\,a\sin\omega t .$$

The orbit is an ellipse flattened towards the film plane, with an axis ratio of 0.30 in the example. The stored energy above equilibrium is $M_sb_1a^2/2$, as seen at the moment when $z=0$. The mean squared speed is

$$\overline{|\dot{\mathbf m}|^2}=\frac{\omega^2a^2}{2}\left(1+\frac{b_1}{b_2}\right)=\frac{\gamma^2a^2}{2}\,b_1(b_1+b_2),$$

where $\omega^2=\gamma^2b_1b_2$ was used. The mean loss divided by the stored energy is therefore

$$\frac{(\alpha M_s/\gamma)\,\gamma^2a^2b_1(b_1+b_2)/2}{M_sb_1a^2/2}=\alpha\gamma(b_1+b_2).$$

Energy is quadratic in the amplitude and decays at the rate $2/\tau$, so $1/\tau=\alpha\gamma(b_1+b_2)/2$, in agreement with (7) at leading order. The loss follows the arithmetic mean of the stiffness fields, while the frequency follows their geometric mean.

## Limits and a second geometry

For the in-plane film, $b_1=B$ and $b_2=B+M$, so

$$F=\frac{2B+M}{2\sqrt{B(B+M)}},\qquad F^2=1+\frac{M^2}{4B(B+M)} .$$

In a strong field, $B\gg M$, this gives $F\simeq1+M^2/(8B^2)$. The orbit becomes nearly circular and the shortcut becomes good. In a weak field, $B\ll M$, it gives $F\simeq\tfrac12\sqrt{M/B}$. As the field is lowered in this range, the frequency falls while the decay rate approaches $\alpha\gamma M/2$. This holds only while $B$ stays well above $\alpha^2M/4$, which is 0.025 mT for the example. Below about that field the motion no longer oscillates.

With $M$ held at 1 T, $F$ is 5.07 at 0.01 T, 3.02 at 0.03 T, 1.28 at 0.3 T, 1.06 at 1 T and 1.01 at 3 T. Someone who equated $1/(\omega\tau)$ with the damping would report a strongly field-dependent constant, although $\alpha$ in the model is fixed.

If the damping is strong enough, there is no frequency to measure. At $B=0.1$ T and $M=1$ T, the condition below (5) fails when $\alpha$ reaches

$$\frac{2\sqrt{b_1b_2}}{b_2-b_1}=\frac{2(0.3317)}{1.0}=0.663 .$$

Beyond this value, the deviation relaxes with two real decay rates.

Now magnetize the same film along its normal with $B>M$. Let $n$ be the normal component of $\mathbf m$, and $u,v$ the two in-plane components. The energy density is $M_s(-Bn+Mn^2/2)$. With $n\simeq1-(u^2+v^2)/2$ and $n^2=1-u^2-v^2$,

$$E=E_0+\frac{M_s}{2}(B-M)(u^2+v^2).$$

Both stiffness fields equal $B-M$. The precession is circular and the inverse product equals $\alpha$. At 1.5 T, the linearized motion gives 0.0100 for the same damping. What matters is the equality of the stiffness fields, not the absence of demagnetization.

## Linewidths: one contains the factor, the other does not

The stiffness fields of the in-plane film both increase by $dB$ when the applied field does. Differentiating $\omega^2=\gamma^2b_1b_2$ gives $2\omega\,d\omega/dB=\gamma^2(b_1+b_2)$, hence

$$F=\frac1\gamma\frac{d\omega}{dB}. \tag{10}$$

The overestimate can thus be read from the measured slope of frequency against field. This requires weak damping, a field parallel to the equilibrium magnetization, and no change of that direction during the sweep.

Suppose that a small field $h\,e^{i\omega t}$ along $y$ drives the film. It adds $-\gamma h$ to the equation for $\dot z$. The amplitudes obey

$$i\omega Y=-\gamma\beta_2Z,\qquad i\omega Z=\gamma\beta_1Y-\gamma h,\qquad \beta_j=b_j+\frac{i\alpha\omega}{\gamma}.$$

Eliminating $Z=-i\omega Y/(\gamma\beta_2)$ gives

$$Y=\frac{\gamma^2\beta_2h}{\gamma^2\beta_1\beta_2-\omega^2}.$$

Damping has the same effect as replacing $B$ by $B+i\alpha\omega/\gamma$. At fixed $\omega$, the undamped response diverges as $1/(B-B_0)$ at the resonance field $B_0$. With damping, the absorption near resonance is

$$-\operatorname{Im}Y\propto\frac{\delta}{(B-B_0)^2+\delta^2},\qquad \delta=\frac{\alpha\omega}{\gamma}.$$

The other pole lies at $-(B_0+M)$, which is 1.2 T away in the example and has little influence on this narrow line. The full width at half maximum is

$$\Delta B=2\delta=\frac{2\alpha\omega}{\gamma}=\frac{2(0.01)(61.24)}{184.68}\ \text{T}=6.63\ \text{mT}. \tag{11}$$

The absorption curve computed from the linearized Gilbert equation has this width, and (11) returns $\alpha=0.0100$ without any factor $F$.

At fixed field, the response instead has poles at the free oscillation frequencies, displaced by $1/\tau$ from the real axis. For a narrow line the full width in angular frequency is $2/\tau$, computed here as 2.216 rad/ns. Half this width divided by the centre frequency is $1/(\omega\tau)$, and it contains $F$.

Definitions of frequency and decay time also matter. Using $f=\omega/2\pi$ in place of $\omega$ multiplies the result by $2\pi$, giving 0.114 here. Using the energy decay time $\tau/2$ in place of $\tau$ doubles it.

## Setting the model beside a real film

The chosen values are rough figures for a permalloy film 10 nm thick, and none is far from typical. For such a film, the largest departure among those sized here is a spread of local fields. Regions precessing at different frequencies lose step, and their average signal decays even without energy loss. If the regions precess independently and their fields have a Lorentzian spread of half width $\delta B$, the linear relation (10) gives an additional rate $\gamma F\delta B$. Exchange and dipolar coupling between regions can reduce it. A rough 0.5 mT produces 0.167 ns$^{-1}$, about 15 % of $1/\tau$. After correction for $F$, this would still add a false 0.0015 to $\alpha$. Fitting the decay at several fields can help to separate this contribution, provided that the spread and $\alpha$ themselves do not vary with field.

The factor $F$ is less sensitive. An in-plane anisotropy field of 0.5 mT along $x$ adds to both stiffness fields and gives $F=1.806$. An interface anisotropy $K=0.2$ mJ/m$^2$ favouring the normal lowers the effective magnetization by $2K/(M_st)$, where $t$ is the thickness. This leaves 0.950 T and gives $F=1.77$, a reduction of about 2 %.

Three other effects are small in this example:

- **Eddy currents.** The changing in-plane magnetization induces an electric field $M\dot y\,\zeta$ at distance $\zeta$ from the midplane. Averaging $\zeta^2$ gives $t^2/12$. Comparing the Joule loss at resistivity $\rho$ with (9) gives an equivalent damping $\gamma M^2t^2/(12\rho M_s)$ for in-plane motion. At 30 microohm cm this is $6\times10^{-6}$.
- **Larger tilt.** Starting the ringdown from an in-plane tilt of 5 degrees instead of 1 degree changes the inverse product fitted over 5 ns by $-0.05$ %. The figure depends on the fit window (about $-0.08$ % over the first nanosecond, near zero when the first nanosecond is left out), and an out-of-plane start of the same angle, which stores more energy, shifts it several times more.
- **Temperature.** Equipartition gives a mean squared in-plane angle $k_BT/(M_sBV)$ for a volume $V$ moving as one moment. For one square micrometre of the film at 300 K, this gives a root mean square angle of 0.13 degrees. It describes the moment averaged over that area. The magnetization is rigid only over about $\sqrt{2A/(M_sB)}\approx18$ nm for an exchange stiffness $A\approx13$ pJ/m, and thermal spin waves tilt the local direction by a few degrees, which the uniform model does not describe.

Two-magnon scattering, in which defects transfer energy from uniform precession to spin waves, depends on the individual film and is not sized here. Spin pumping into an adjacent metal is counted within $\alpha$ where it can be described by a scalar damping constant. In a patterned element, shape changes the stiffness fields. Equation (5) still applies if the magnetization moves uniformly and the actual $b_1$ and $b_2$ are used. The values behind the example are listed in the numerical output.

## Calculated quantities

```
INPUTS (round, rough permalloy regime)
applied field B = 0.100 T
magnetization mu0*Ms = 1.000 T
magnetization Ms = 7.9577e+05 A/m
g factor = 2.10
gamma = 1.8468e+11 rad/(s T)
Gilbert alpha put in = 0.0100
film thickness = 10.0 nm
LINEAR MODE
stiffness fields b1, b2 = 0.100, 1.100 T
arithmetic mean = 0.6000 T
geometric mean = 0.3317 T
overestimate factor F = 1.8091
slope (1/gamma) d omega/dB = 1.8091
angular frequency omega = 61.237 rad/ns
frequency f = 9.746 GHz
decay rate 1/tau = 1.1079 1/ns
decay time tau = 0.9026 ns
orbit axis ratio z/y = 0.3015
overdamped above alpha = 0.6633
normal film at 1.5 T: 1/(omega tau) = 0.01000
FITTED RINGDOWN, 1 degree start
fitted omega = 61.237 rad/ns
fitted tau = 0.9026 ns
naive 1/(omega tau) = 0.01809
naive / true alpha = 1.8092
alpha recovered, exact inversion = 0.01000
alpha recovered, weak-damping formula = 0.01000
1/(f tau), f used by mistake = 0.11368
LINEWIDTHS (full width at half maximum)
field sweep = 6.632 mT
frequency sweep, angular = 2.2158 rad/ns
alpha from field sweep = 0.01000
FACTOR F AT OTHER FIELDS, same M
B = 0.01 T: F = 5.075
B = 0.03 T: F = 3.015
B = 0.30 T: F = 1.281
B = 1.00 T: F = 1.061
B = 3.00 T: F = 1.010
NEGLECTED EFFECTS (rough inputs)
in-plane anisotropy 0.5 mT: F = 1.8059
interface anisotropy 0.2 mJ/m2: M_eff = 0.9497 T
F with this M_eff = 1.7745
field spread, half width = 0.5 mT
dephasing rate = 0.1671 1/ns
false addition to alpha from spread = 0.00151
resistivity = 30 microohm cm
eddy-current alpha (in-plane motion) = 6.45e-06
5 degree start: change of naive value = -0.05 %
thermal angle, 1 um2 at 300 K = 0.131 deg
```
